# Flat-band voltage, oxide charge and the effective work function, part 2

A metal gate lies on a high-k film and an SiO2 layer over silicon. The aim is to find its effective work function $\Phi_{eff}$ from the flat-band voltage $V_{FB}$ of samples of different thickness. Here the line already found by following the field at flat band is derived again, by weighting the charge at any bias.

The coordinate $x$ runs from the silicon interface at 0 to the gate at $T=t_1+t_2$. Oxide and high-k film have thicknesses $t_1$, $t_2$ and relative permittivities $\kappa_{ox}$, $\kappa_h$; $\kappa(x)$ is the local value. In atomic units, with electron charge $-1$, the potential $\phi$ obeys $dG/dx=-4\pi\rho$, where $G=\kappa\,d\phi/dx$ and $\rho$ excludes polarization charge. For eV and Å, electrostatic terms are multiplied by 14.400 eV Å.

The gate voltage is

$$V_G=(-\phi_b-\Phi_s)-(-\phi_g-\Phi_m)=\phi_g-\phi_b+\Phi_m-\Phi_s .\tag{1}$$

Here $\phi_b$ and $\phi_g$ are the potentials deep in the silicon and of the gate, $\Phi_m$ is the metal's vacuum work function, and $\Phi_s$ is the depth of the silicon Fermi level below its vacuum level. The equivalent thickness is

$$t_{eq}=\kappa_{ox}\left(\frac{t_1}{\kappa_{ox}}+\frac{t_2}{\kappa_h}\right)=t_1+\frac{\kappa_{ox}}{\kappa_h}t_2 ,\tag{3}$$

and the first derivation gave

$$V_{FB}=\left(\Phi_{eff}-\Phi_s\right)-\frac{4\pi Q_f}{\kappa_{ox}}\,t_{eq},\qquad \Phi_{eff}=\Phi_m+\sum_j\Delta_j .\tag{5}$$

$Q_f$ is the charge per area at the silicon interface at flat band. The $\Delta_j$ are interface potential steps, positive when the potential rises towards the gate. Sheets $-\sigma$ and, a distance $d$ nearer the gate, $+\sigma$ in the oxide give a step $\Delta$. Equation (5) assumes the same $Q_f$ and steps in all samples and no other dielectric charge.

The worked stack has $\kappa_{ox}=4$, $\kappa_h=20$, $\Phi_m=4.600$ eV, $\Phi_s=4.957$ eV, $\Delta=0.271$ eV, $\Phi_{eff}=4.871$ eV and $Q_f=2.00\times10^{-4}$ Å$^{-2}$. Its silicon has acceptor density $N_A=1.00\times10^{-7}$ Å$^{-3}$, Boltzmann carriers and thermal energy $kT=0.02585$ eV. The oxide series has $t_1=10$ to 40 Å at $t_2=20$ Å; the high-k series has $t_2=20$ to 80 Å at $t_1=10$ Å.

### A weight for each position

Define for every point in the dielectric

$$s(x)=\int_x^T\frac{dx'}{\kappa(x')} .$$

This function vanishes at the gate and is largest at the silicon interface, where

$$s(0)=\frac{t_1}{\kappa_{ox}}+\frac{t_2}{\kappa_h}=\frac{t_{eq}}{\kappa_{ox}} .$$

Its derivative is $ds/dx=-1/\kappa$, because $x$ is the lower limit of the integral. The product rule and Poisson's equation give

$$\frac{d}{dx}(sG)=\frac{ds}{dx}G+s\frac{dG}{dx}=-\frac{d\phi}{dx}-4\pi s\rho .$$

In the first term the permittivity has cancelled between $ds/dx$ and $G$. Integrate from just inside the silicon, written $0^-$, to the gate:

$$s(T)G(T)-s(0)G(0^-)=-[\phi(T)-\phi(0)]-4\pi\int_{0^-}^{T}s\rho\,dx .$$

Since $s(T)=0$, the unknown field at the gate drops out. Solving for the potential difference,

$$\phi(T)-\phi(0)=s(0)G(0^-)-4\pi\int_{0^-}^{T}s\rho\,dx .\tag{6}$$

The charge on the silicon side enters through $G(0^-)$. Let $Q_s$ be the charge per area in the silicon. The field vanishes deep in the silicon, so integrating Poisson's equation from there to the interface gives $G(0^-)=-4\pi Q_s$.

### Flat-band voltage as a rigid shift

Let $\psi_s=\phi(0)-\phi_b$ be the surface potential of the silicon. Here all contact dipoles are represented as charges within the dielectric, so that $\phi_g=\phi(T)$. Then

$$\phi_g-\phi_b=[\phi(T)-\phi(0)]+\psi_s ,$$

and equations (1) and (6) give

$$V_G=\left[\Phi_m-\Phi_s-4\pi\int_{0^-}^{T}s\rho\,dx\right]+\psi_s-4\pi s(0)Q_s(\psi_s).\tag{7}$$

For silicon in equilibrium, $Q_s$ is a function of $\psi_s$ that does not depend on what lies beyond the interface. The last two terms vanish together at flat band, where $\psi_s=0$ and $Q_s=0$.

It remains to show that $\psi_s=0$ implies flat bands throughout the silicon. Let $\psi=\phi-\phi_b$ there, and let $\kappa_s$ be the silicon permittivity. Multiply Poisson's equation by $\psi$ and integrate by parts. The boundary terms vanish, because $\psi$ is zero both at the surface and in the bulk, leaving

$$\int\kappa_s\left(\frac{d\psi}{dx}\right)^2dx=4\pi\int\rho\,\psi\,dx .$$

A positive $\psi$ attracts electrons and repels holes, making $\rho$ negative; a negative $\psi$ does the reverse. The right side therefore cannot be positive, while the left side cannot be negative. Both are zero, and the bands are flat.

The square bracket in equation (7) is thus the flat-band voltage:

$$V_{FB}=\Phi_m-\Phi_s-4\pi\int_{0^-}^{T}s(x)\rho(x)\,dx .\tag{8}$$

Each charge counts in proportion to the inverse capacitance between its position and the gate. Charge at the silicon interface has the largest weight, and charge at the gate has none.

For the interface sheet, the integral gives $Q_fs(0)=Q_ft_{eq}/\kappa_{ox}$. For the dipole with $-\sigma$ at $x_1$ and $+\sigma$ at $x_1+d$ in the oxide, the contribution to $V_{FB}$ is

$$-4\pi\sigma\left[s(x_1+d)-s(x_1)\right]=\frac{4\pi\sigma d}{\kappa_{ox}}=\Delta ,$$

since $s$ falls by $d/\kappa_{ox}$ between the sheets. Adding all such steps to $\Phi_m$ gives $\Phi_{eff}$, and equation (8) becomes equation (5).

### What an equivalent gate means

Equation (7) says more than the flat-band result. Replace the metal and its dipoles by a dipole-free gate of work function $\Phi_{eff}$, leaving the thicknesses and $Q_f$ unchanged. The square bracket keeps its value, and so does the rest of the equation. The relation between gate voltage and surface potential is then the same at every bias within this model. The voltage curve of a single stack depends on $\Phi_{eff}$ and $Q_f$ only through the square bracket, in which they can compensate each other; its shape also depends on $t_{eq}$ and on the silicon. A thickness series separates these two under the assumptions of equation (5), but it cannot divide $\Phi_{eff}$ between the metal and the interfaces.

The numerical solution tests this for 20 Å of oxide and 20 Å of high-k film. At gate voltages of −0.8, −0.3, 0.2 and 0.7 eV, the surface potentials are −0.148, 0.002, 0.424 and 0.872 eV. The real gate and its dipole-free replacement agree at all four biases within $10^{-7}$ eV.

These values also show how equation (7) divides the voltage. Here $V_{FB}=-0.303$ eV. At $V_G=0.7$ eV the excess over flat band is 1.003 eV, of which 0.872 eV is surface potential and 0.131 eV is the term from $Q_s$. At −0.8 eV the excess is −0.497 eV, of which only −0.148 eV is surface potential. The remaining −0.349 eV corresponds to positive $Q_s$, the charge of holes drawn to the surface. Their density there, $N_Ae^{0.148/0.02585}\approx3.1\times10^{-5}$ Å$^{-3}$, exceeds the effective density of states $N=2.5\times10^{-5}$ Å$^{-3}$. Boltzmann statistics are then only approximate, so the division of the voltage at this bias is a model value. Fermi-Dirac statistics with the same $N$ make the surface potential about 4 meV more negative and reduce the size of the $Q_s$ term by the same amount.

### A straight line with the wrong intercept

Suppose a sheet $Q_i$ lies at the boundary between oxide and high-k film. Its weight is $s(t_1)=t_2/\kappa_h$, so equation (8) gives

$$V_{FB}=\Phi_{eff}-\Phi_s-\frac{4\pi Q_f}{\kappa_{ox}}t_{eq}-\frac{4\pi Q_i}{\kappa_h}t_2 .$$

If the oxide thickness is varied at fixed $t_2$, the last term is constant. The slope still measures $Q_f$, but the intercept is displaced by $-4\pi Q_it_2/\kappa_h$.

If the high-k thickness is varied at fixed $t_1$, equation (3) gives $t_2/\kappa_h=(t_{eq}-t_1)/\kappa_{ox}$. Therefore

$$V_{FB}=\Phi_{eff}-\Phi_s+\frac{4\pi Q_i}{\kappa_{ox}}t_1-\frac{4\pi(Q_f+Q_i)}{\kappa_{ox}}t_{eq}.$$

The line is again straight. Its slope now measures the sum of the charges, and its intercept is displaced by $+4\pi Q_it_1/\kappa_{ox}$.

With $Q_i=-3.00\times10^{-4}$ Å$^{-2}$ in the worked stack, the oxide series has a naive effective work function of 4.926 eV, too high by 0.054 eV. The high-k series gives 4.736 eV, too low by 0.136 eV. Its slope is $+0.00452$ eV/Å, because the negative interlayer charge outweighs the positive interface charge.

The slopes $m_1$ and $m_2$ of the oxide and high-k series supply the correction. Subtracting their expressions gives

$$Q_i=\frac{\kappa_{ox}(m_1-m_2)}{4\pi}.$$

In eV and Å the denominator also contains the factor 14.400 eV Å:

$$Q_i=\frac{4(-0.00905-0.00452)}{4\pi(14.400)}=-3.00\times10^{-4}\ \text{Å}^{-2}.$$

Removing the displacement from the first series gives $4.9257-0.0543=4.8714$ eV, the effective work function of the model. This correction assumes that both series have the same $Q_f$, $Q_i$ and dipoles, and no charge elsewhere.

### Charge spread through the high-k film

Let the high-k film instead contain a uniform density $\rho_h$. Its weight at a distance $y$ from the gate is $y/\kappa_h$, so its contribution to the flat-band voltage is

$$-4\pi\rho_h\int_0^{t_2}\frac{y}{\kappa_h}dy=-\frac{2\pi\rho_ht_2^2}{\kappa_h}.$$

At fixed $t_2$ this is another constant, hidden in the intercept of an oxide series. When $t_2$ is varied, it bends the line.

For $\rho_h=5.00\times10^{-6}$ Å$^{-3}$, the contribution is $-a$ at 20 Å, with $a=0.0090$ eV. At 20, 40, 60 and 80 Å it is $-a$ times 1, 4, 9 and 16. With $k=t_2/(20\ \text{Å})$, the least-squares line through the points $k^2$ for $k=1,2,3,4$ is $5k-5$. The residuals of $k^2$ are 1, −1, −1 and 1, so the largest misfit in voltage is only $a$. Since $t_{eq}=10+4k$ in Å, extrapolation to zero equivalent thickness means $k=-2.5$, where the line has the value −17.5. The intercept is displaced by

$$-a(-17.5)=+0.158\ \text{eV},$$

and the naive effective work function becomes 5.030 eV. A misfit of 9 meV thus accompanies an error of 0.158 eV relative to the effective work function of the model.

### What each derivation assumes

Both derivations use equation (1), layers uniform in the plane, and an ideal metal gate. Both need $Q_f$, the doping and the interface steps to be common to all samples if the intercept is to be identified with $\Phi_{eff}-\Phi_s$. They differ in what they require of the dielectrics and of the bias.

The first derivation uses flat band from the outset. Since $G=-4\pi Q_f$ is then the same in every sample, it could be extended to a dielectric whose response is nonlinear. Let the potential gradients at this $G$ be $g_{ox}$ and $g_h$. The dielectric drop is $g_{ox}t_1+g_ht_2$, still linear in each thickness. It depends on $t_{eq}$ alone only if $g_h/g_{ox}=\kappa_{ox}/\kappa_h$, which linear response guarantees. The interface steps may be taken as given numbers, without a model of the charges that cause them.

The second derivation takes the permittivity to be independent of field, so that the weight $s(x)$ depends only on the layers and not on bias or charge. It represents dipoles as charges. In return it holds at any bias and gives the weight of charge at any depth. If interface traps change their charge with $\psi_s$, the voltage curve is no longer merely shifted by a constant. The flat-band result survives, with $Q_f$ equal to the interface charge at $\psi_s=0$.

Neither derivation can establish from a straight line that $Q_f$ is constant. If processing makes $Q_f=Q_0+B/t_{eq}$, with constants $Q_0$ and $B$, then

$$-\frac{4\pi Q_f}{\kappa_{ox}}t_{eq}=-\frac{4\pi Q_0}{\kappa_{ox}}t_{eq}-\frac{4\pi B}{\kappa_{ox}} .$$

The data remain straight, but the last term is mistaken for part of the work function.

The thickness scale matters as well. If every equivalent thickness is overestimated by $\delta$, the true value is $t_{eq}=t'-\delta$, where $t'$ is the assigned value. Inserting this in equation (5) displaces the apparent intercept by $+4\pi Q_f\delta/\kappa_{ox}$. In the worked stack, $\delta=3$ Å gives 0.027 eV. The series capacitance of the silicon, if left in the capacitance used to find $t_{eq}$, also makes the thickness too large. The excess is the same for all samples if their capacitances are read at the same silicon charge. At a common gate voltage it generally varies with thickness, so the slope changes as well and this simple displacement does not apply.

Finally, a charge sheet is an average over discrete charges. For $Q_f=2.00\times10^{-4}$ Å$^{-2}$, the typical spacing $Q_f^{-1/2}$ is about 71 Å, larger than most of the dielectric thicknesses considered here. The bands then need not be flat at every point of the interface at the same gate voltage. Equation (5) describes the laterally uniform model, and the effect of these fluctuations on a measured flat-band voltage lies outside both derivations. The numerical output below lists the flat-band voltages of the two series without added charge in the dielectrics, and fitted results for the others.

## Calculated quantities

```
Temperature: 300 K; kT: 0.02585 eV
Coulomb constant (hartree x bohr): 14.39965 eV A
Affinity: 4.00 eV; gap: 1.10 eV
Band density, each band: 2.50e-05 A^-3
Acceptor density: 1.00e-07 A^-3
Intrinsic density: 1.440e-14 A^-3
Permittivities Si, oxide, high-k: 12, 4, 20
Semiconductor work function: 4.9573 eV
Metal vacuum work function: 4.6000 eV
Dipole sheet charge: 3.00e-03 e/A^2
Dipole sheet separation: 2.0 A
Dipole step: 0.2714 eV
Interface charge put in: 2.000e-04 e/A^2
Oxide series, high-k film 20 A:
  oxide 10 A, t_eq 14.0 A, V_FB -0.2125 eV
  oxide 20 A, t_eq 24.0 A, V_FB -0.3030 eV
  oxide 30 A, t_eq 34.0 A, V_FB -0.3934 eV
  oxide 40 A, t_eq 44.0 A, V_FB -0.4839 eV
High-k series, oxide 10 A:
  high-k 20 A, t_eq 14.0 A, V_FB -0.2125 eV
  high-k 40 A, t_eq 18.0 A, V_FB -0.2487 eV
  high-k 60 A, t_eq 22.0 A, V_FB -0.2849 eV
  high-k 80 A, t_eq 26.0 A, V_FB -0.3211 eV
Fitted slope, oxide series: -0.009048 eV/A
Fitted slope, high-k series: -0.009048 eV/A
Fitted intercept, oxide series: -0.0858 eV
Fitted intercept, high-k series: -0.0858 eV
Extracted interface charge: 2.000e-04 e/A^2
  the same: 2.000e+12 e/cm^2
Extracted effective work function: 4.8714 eV
Intercept without dipole: -0.3573 eV
Surface potential, oxide 20 A, high-k 20 A:
  V_G -0.8 eV: dipole -0.1480, plain gate -0.1480 eV
  V_G -0.3 eV: dipole 0.0019, plain gate 0.0019 eV
  V_G 0.2 eV: dipole 0.4241, plain gate 0.4241 eV
  V_G 0.7 eV: dipole 0.8724, plain gate 0.8724 eV
Interlayer charge added: -3.00e-04 e/A^2
  oxide series slope: -0.009048 eV/A
  oxide series intercept shift: 0.0543 eV
  oxide series naive Phi_eff: 4.9257 eV
  high-k series slope: 0.004524 eV/A
  high-k series intercept shift: -0.1357 eV
  high-k series naive Phi_eff: 4.7357 eV
  interlayer charge from slopes: -3.000e-04 e/A^2
  corrected Phi_eff: 4.8714 eV
Bulk high-k charge instead: 5.00e-06 e/A^3
  V_FB shift at high-k 20 A: -0.0090 eV
  V_FB shift at high-k 80 A: -0.1448 eV
  straight-line naive Phi_eff: 5.0298 eV
  largest misfit of the line: 0.0090 eV
```
